# A Compressed Group of Steps Need Not Signal a Linear Instability

Take a staircase of straight atomic steps, descending and advancing towards $+x$. Terrace $n$, of width $l_n=x_{n+1}-x_n$, lies ahead of step $n$. Let each step be fed equally by its two terraces, so that

$$\dot x_n=\tfrac12[v(l_n)+v(l_{n-1})],\qquad \dot l_n=\dot x_{n+1}-\dot x_n=\tfrac12[v(l_{n+1})-v(l_{n-1})],$$

where $v(l)$ is the step speed in a uniform train. A small perturbation $\delta l_n\propto e^{i\phi n+\omega t}$ gives $\omega=\tfrac12v'(e^{i\phi}-e^{-i\phi})=iv'\sin\phi$. It travels, and neither grows nor decays.

Now choose $v=Rl-bl^2$ with $b>0$, and let the width vary slowly with $n$. Then $\partial_t l\simeq v'(l)\,\partial_n l$: a given width moves through the labels at $-v'(l)=-(R-2bl)$. Narrow terraces carry their width towards smaller $n$ faster than wide ones do. If a narrow region lies $\Delta n$ steps ahead of a region wider by $\Delta l$, it catches up after $\Delta n/(2b\,\Delta l)$. As that moment approaches, the smooth variation steepens into a front with crowded steps on one side, although small perturbations of a uniform train do not grow. Beyond it, the assumption of slow variation no longer holds.

## The belief and its appeal

The belief is that a compressed group of steps shows that the uniform train was linearly unstable. It is a reasonable first thought. Linear instabilities do turn noise into bunches, and adatom electromigration can cause one. A single image of crowded steps does not show whether the crowding grew from noise or was assembled from an existing variation. To separate the two routes we need a model that contains both.

## Feeding a step when adatoms drift

Let $c$ be the adatom coverage in bilayers (BL), $F$ the deposition flux, $\tau$ the lifetime before desorption, $D$ the diffusivity and $w$ the drift velocity, positive downhill. We assume fast attachment, impermeable steps, no islands, no step repulsion, and diffusion fast compared with step motion. On a terrace $0<x<l$,

$$Dc''-wc'-c/\tau+F=0,\qquad c(0)=c(l)=\theta_{\rm eq}.$$

Write $c=F\tau-sg$ with $s=F\tau-\theta_{\rm eq}$. The constant part balances the flux, leaving $Dg''-wg'-g/\tau=0$ with $g=1$ at both edges. Define $a=w/2D$ and $x_s^2=D\tau$. The trial form $e^{\lambda x}$ gives $\lambda^2-2a\lambda-1/x_s^2=0$, so $\lambda=a\pm\kappa$ with $\kappa^2=a^2+1/x_s^2$. The combination that meets both edge conditions is

$$g=e^{ax}\,\frac{\sinh\kappa(l-x)+e^{-al}\sinh\kappa x}{\sinh\kappa l}.$$

The current towards $+x$ is $-Dc'+wc$. The left step receives $Dc'(0)-w\theta_{\rm eq}=-Dsg'(0)-w\theta_{\rm eq}$, and the right step receives $Dsg'(l)+w\theta_{\rm eq}$. Every step borders one terrace on each side, so the terms $\mp w\theta_{\rm eq}$ cancel. With $V=Ds$, the supplies from the lower and upper terraces are

$$f_+=V\left[-a+\kappa\frac{\cosh\kappa l-e^{-al}}{\sinh\kappa l}\right],\qquad
f_-=V\left[a+\kappa\frac{\cosh\kappa l-e^{al}}{\sinh\kappa l}\right],$$

and $\dot x_n=f_+(l_n)+f_-(l_{n-1})$. Their sum and difference are

$$v=2V\kappa\,\frac{\cosh\kappa l-\cosh al}{\sinh\kappa l},\qquad
f_+-f_-=2V\left[\kappa\frac{\sinh al}{\sinh\kappa l}-a\right].$$

Reversing the current changes $a$ to $-a$. The sum is unchanged; the difference changes sign.

## What each part controls

Linearizing $\dot l_n=f_+(l_{n+1})-f_+(l_n)+f_-(l_n)-f_-(l_{n-1})$ gives

$$\omega=f_+'(e^{i\phi}-1)+f_-'(1-e^{-i\phi}),\qquad
\mathrm{Re}\,\omega=-(f_+'-f_-')(1-\cos\phi).$$

For $a>0$, the logarithmic derivative of $\sinh al/\sinh\kappa l$ is $a\coth al-\kappa\coth\kappa l$. This is negative, because $u\coth ul$ increases with $u$ and $\kappa>a$. In growth, where $V>0$, downhill drift therefore destabilizes the train and uphill drift stabilizes it. In net sublimation $V<0$ and the signs are exchanged. These signs belong to this model and are not a universal rule for electromigration.

For slow variations, expand the differences in $n$:

$$\partial_t l=\partial_n v+\tfrac12\partial_n^2(f_+-f_-)+\tfrac16\partial_n^3v+\dots$$

The first term is kinematic and does not depend on the current direction. The second is damping or amplification, and the third comes from the discreteness of the steps. Keeping the first, $l$ is constant along

$$n=n_0-v'(l_0(n_0))\,t,$$

where $l_0$ is the initial profile. Differentiation gives $\partial n/\partial n_0=1-v''l_0't$, hence

$$\partial_n l=\frac{l_0'}{1-v''l_0't},\qquad t_b=\frac{1}{\max(v''l_0')}.$$

The gradient diverges at the breaking time $t_b$. For $v''<0$ this needs $l_0'<0$, that is, terraces narrowing in the direction of advance.

The laboratory picture agrees. The step density $\rho=1/l$ obeys $\partial_t\rho+\partial_x(\rho v)=0$, since steps are neither created nor lost. Its wave speed is

$$\frac{d(\rho v)}{d\rho}=v-lv',\qquad \frac{d^2(\rho v)}{d\rho^2}=(-lv'')(-l^2)=l^3v''.$$

With $v''<0$, sparse regions move faster than dense ones and run into them from behind.

Two features of this leading-order motion matter for diagnosis. Widths are only carried along, so their range does not grow before breaking. Also, for any function $G(l)$, $\partial_tG=G'v'\,\partial_nl$ is a total $n$-derivative, so the sum of $G$ over a periodic train is conserved. With $G=l$ and $G=l^2$, the variance of the widths stays fixed while the front sharpens.

## When the shock cannot form

Without drift, $\kappa=1/x_s$ and $V=Rx_s^2$, where $R=F-\theta_{\rm eq}/\tau$, called the net rate below, is deposition minus desorption at equilibrium coverage. It equals the growth rate only for $l\ll x_s$; on wider terraces the coverage between steps is higher, more atoms desorb, and the growth rate $v/l$ is smaller than $R$. Since $(\cosh y-1)/\sinh y=\tanh(y/2)$,

$$v=2Rx_s\tanh\frac{l}{2x_s},\qquad
v''=-\frac{R}{x_s}\,\mathrm{sech}^2\frac{l}{2x_s}\tanh\frac{l}{2x_s}.$$

If desorption is negligible, $x_s\gg l$ and $v\to Rl$. Every adatom reaches a step, $v''$ vanishes, and this route to a shock is closed. In this model the nonlinearity comes from desorption: on a wide terrace, more atoms leave before they find an edge.

## A shock in a strongly stable train

Measure lengths in $x_s$ and time in $x_s^2/V$, and set $a=-2$, a strong uphill drift. On a ring of 20 terraces of mean width 1, a tiny wave with three periods shrinks to 0.214 of its amplitude in time 5. With the drift reversed it grows by a factor 4.67.

Now keep the stabilizing drift and impose a 40% width modulation over 600 steps. The breaking time is 1133. At 1.5 times this value the steepest gradient has risen by a factor 8.5, while the variance has fallen to 0.755 of its initial value. The front forms against the damping.

After breaking, damping gives the front a finite width. Let the widths be $l_L$ on the left and $l_R$ on the right, with speeds $v_L$ and $v_R$. Integrating $\partial_tl=\partial_nv$ across a front moving at label speed $S$ gives $S(l_L-l_R)=v_R-v_L$. For $l_L=1.4$ and $l_R=0.6$ this predicts $S=-0.8420$, and the simulated steps give the same value to these digits.

For the shape, insert $l(n-St)$, keep the damping term, and integrate once:

$$B\,\partial_nl+v+Sl=\text{const},\qquad B=\tfrac12(f_+'-f_-').$$

The gradient vanishes at both ends, so $\partial_nl=-(v-v_{\rm chord})/B$, where $v_{\rm chord}(l)$ is the straight line joining the two end states. The predicted steepest slope is 0.0446 per step; the simulation gives 0.0444. Linear stability has set the thickness of the shock. It has not prevented it for this long wave. The damping exponent accumulated over $t_b$ scales as $1/N$ for long waves, so a much shorter wave can decay before it steepens.

## A number for silicon

Consider growth on Si(111) at 1523 K, heated by direct current. The inputs are rough round values: $F=0.208$ BL/s, $\theta_{\rm eq}=0.20$ BL, $\tau=1$ s and $x_s=10$ µm. Thus $R=0.208-0.200=0.008$ BL/s. The mean terrace is $\bar l=10$ µm, modulated by $A=0.4$ over $N=60$ steps. An effective adatom charge of $0.1e$ in a field of 5 V/cm gives $D/w=2625$ µm, so the drift is weak.

At the mean width $v''=-2.91\times10^{-4}$ µm⁻¹s⁻¹, and the steepest initial slope is $2\pi A\bar l/N$. Hence

$$t_b\approx\frac{N}{2\pi A\bar l\,|v''|}=\frac{60}{2\pi(0.4)(10)(2.91\times10^{-4})}\ \text{s}\approx8200\ \text{s}.$$

Letting $v''$ vary along the profile gives 8130 s, or 2.3 h. At the mean-terrace step speed of 74 nm/s, about 60 BL grow in that time. The product $Rt_b=65$ BL, labelled net growth in the output, is larger because it omits the extra desorption between steps. Over that time the destabilizing downhill current multiplies the imposed wave by only $e^{0.00036}$. For the shortest wave, $\phi=\pi$, the factor is $e^{0.13}$.

The simulated steps show what this means. At $t_b$ the largest change between neighbouring terraces has grown from 0.42 µm to 2.24 µm with downhill current and 2.22 µm with uphill current. The variance is 0.997 and 0.995 of its initial value. The gradient stays finite because the steps are discrete. With $x_s$ raised to 1000 µm, the drift removed, and the net rate and time held fixed, the gradient changes by a factor of only 1.0005, and most of that small excess comes from sampling the moving wave at whole steps rather than from steepening.

The later stage is more striking. At $2t_b$ the narrowest terrace, initially 6 µm, is 1.17 µm with downhill current and 1.27 µm with uphill current. The continuum rule that the range of widths is preserved has failed, as it may once the width changes strongly from one terrace to the next. Yet the uphill current damps every small perturbation of a uniform train in this model. Even crowding well beyond the initial maximum density is therefore no proof of linear instability.

## How far the example can be trusted

Ten-micrometre terraces correspond to a miscut of 0.0018°, far flatter than an ordinary wafer. For $l\ll x_s$, $v''\simeq-Rl/2x_s^2$, so at fixed $A$, $N$ and $R$ the breaking time grows as $1/\bar l^2$; narrow terraces make the effect much slower. Temperature control is also severe. For a sublimation energy of roughly 4 eV, one kelvin changes the net rate by 50%. At fixed $x_s$ all speeds scale with $R$, so a modest error rescales the clock, but about 2 K of overheating would turn growth into sublimation. These figures rest on the assumed 0.2 BL/s. The vapour pressure of silicon at 1523 K suggests an equilibrium desorption rate nearer 1 BL/s, and at the same $R$ a few tenths of a kelvin would then suffice. Islands are a closer threat. A crude estimate applies the largest supersaturation to a whole 14 µm square and counts every adatom encounter as a nucleation attempt. With a rough step line energy of 0.20 eV/nm it gives about $2\times10^{-4}$ islands during $t_b$, whereas 0.184 eV/nm gives one and 0.16 eV/nm gives about $10^5$. Step stiffnesses reported at such temperatures extend below this threshold, so the estimate does not show that islands are absent. Step wandering is left out and has not been sized.

The neglected linear effects are small for the imposed wave but not all smaller than electromigration. Treating step motion as an extra drift, with the coverage still taken as steady, gives an exponent of $-0.0007$; the delayed response of the coverage contributes, for this long wave, a term of similar size and opposite sign, which is not included. For the shortest wave the delay is negligible, and step motion gives about $-0.26$, enough to outweigh the $+0.13$ of the downhill current. A trial attachment length of 0.1 µm gives $\pm0.0016$ for the two current directions, and $\pm0.57$ for the shortest wave; it shifts $t_b$ by less than 1%. The net linear sign in a real sample is thus not settled by this model, while the breaking time of the long wave hardly depends on it. The widths quoted at $2t_b$ assume fast attachment. A finite attachment length strengthens the damping or amplification by the current on narrow terraces, and changes these widths strongly: with 0.1 µm the narrowest terrace closes completely before $2t_b$ for downhill current and stays near 1.8 µm for uphill current. The close agreement of the two polarities at that late stage belongs to the fast-attachment limit.

## What would count as evidence

A linear instability amplifies arbitrarily small perturbations at a rate independent of their amplitude, and the variance carried by the unstable waves grows from the start. Kinematic steepening needs a finite initial variation: halving the modulation to 20% lengthens $t_b$ from 8130 s to 16,400 s. Before breaking, and provided damping over $t_b$ is weak, it sharpens gradients at nearly constant variance. In this model it also survives reversal of the current, whereas the electromigration part of the linear growth rate changes sign. The useful measurement is therefore a sequence in time, begun from surfaces of known initial modulation. Both mechanisms may act together, and a late image alone cannot apportion the crowding between them. The values used here appear in the numerical output below.

## Numbers as computed

```
STRONG-DRIFT MODEL (lengths in xs, time in xs^2/V)
drift a*xs = -+2: amplitude ratio of a tiny wave, time 5: 0.214 (uphill), 4.667 (downhill)
stable train, 600 steps, 40% wave: breaking time 1133
at 1.5 breaking times: gradient ratio 8.47, variance ratio 0.755
shock 1.4 -> 0.6: label speed -0.8420, rule -0.8420
shock laboratory speed 0.0788, rule 0.0788
steepest front slope 0.0444, rule 0.0446 per step
SI(111) EXAMPLE, INPUTS
temperature 1523 K, kT 0.1312 eV
flux 0.208 BL/s, sublimation 0.200 BL/s, net R 0.0080 BL/s
adatom coverage 0.20 BL, lifetime 1.0 s, xs 10.0 um
diffusivity 100 um^2/s = 1.0e-06 cm^2/s
mean terrace 10.0 um, modulation 40 %, 60 steps, 600 um
bilayer height 0.3135 nm, miscut 0.00180 degree
effective charge 0.1 e, field 5.0 V/cm, xi 2625 um
SI(111) EXAMPLE, RESULTS
step speed 73.94 nm/s, density-wave speed 11.02 nm/s
v'' at mean terrace -2.907e-04 1/(um s)
breaking time 8132 s = 2.26 h, net growth 65.1 BL
breaking time at 20 % modulation 16376 s
characteristics error at 0.6 t_b: 1.23 % (60 steps), 0.32 % (120 steps)
start: terraces 6.00 to 14.00 um, largest neighbour change 0.418 um
downhill drift, t_b: 5.14 to 13.95 um, largest change 2.236 um
downhill drift, 2 t_b: 1.17 to 13.40 um, largest change 4.420 um
downhill drift, t_b: gradient ratio 5.348, variance ratio 0.9969
uphill drift, t_b: 5.16 to 13.94 um, largest change 2.219 um
uphill drift, 2 t_b: 1.27 to 13.40 um, largest change 4.367 um
uphill drift, t_b: gradient ratio 5.307, variance ratio 0.9949
xs = 1000 um, same net rate and time: gradient ratio 1.0005
linear exponent over t_b, downhill: imposed wave 3.62e-04, shortest wave 0.132
NEGLECTED EFFECTS
drift speed 38.1 nm/s; step speed/drift speed 1.94
step motion treated as drift: imposed-wave exponent -7.02e-04
attachment length 0.1 um, down/up drift: exponent 1.56e-03 / -1.56e-03
same, shortest wave: 0.571 / -0.571
barrier at upper side only, down/up: 9.50e-04 / -1.00e-03
breaking time with attachment length 0.1 um: 8081 s
largest supersaturation 0.81 % on a 14 um terrace
line energy 0.20 eV/nm: island barrier 57.5 kT, islands per 14 um square 1.7e-04
line energy for one island in that square: 0.184 eV/nm
step repulsion (0.4 eV nm): chemical potential 1.8e-12 kT
sublimation energy 4.0 eV: rate changes 0.0040 BL/s per K, 50 % of net R
```
